# Wang's mask-function projectors and their error from the mask's spectral tail

A separable pseudopotential needs the overlap $\int\beta\psi\,d^3r$ of each orbital with a projector $\beta$ that vanishes beyond a core radius $r_c$. A sum over the FFT grid points near the atom costs the same in any cell, but it goes wrong: $\beta$ has Fourier components at all wavevectors, the grid folds the high ones into the orbital band, and the error depends on where the atom sits between grid points. Removing the high components cures the folding but spreads the projector over all space, and cutting it at a radius $R_0$ brings high components back and also changes those in the orbital band. For the model projector and the atom position used below, the largest overlap error over all orbitals, relative to $\|\beta\|\|\psi\|=1$, is $2.2\times10^{-4}$ for direct sampling. Filtering at half the shortest reciprocal vector of the grid and cutting gives $1.6\times10^{-4}$; raising that filter cutoff by half lowers it to about $4\times10^{-5}$. Wang's scheme divides $\beta$ by a mask that vanishes beyond $R_0$, filters the quotient and multiplies back. On the same grid, with the same $R_0$ as the cut filter, it gives $1.7\times10^{-8}$. These figures are for a grid whose shortest reciprocal vector is four times the orbital cutoff; at three times the cutoff and the same $R_0$ the masked error is $1.0\times10^{-5}$, against $1.3\times10^{-3}$ for direct sampling.

## Five points on a ring

Take a ring of length $2\pi$, functions $f(x)=\sum_n f_ne^{inx}$ with $x$ measured from an atom at $\tau$, orbitals with $|q|\le1$, and grid points $x_j=2\pi j/5$. The sum $\frac15\sum_je^{ipx_j}$ is 1 when $p$ is a multiple of 5 and 0 otherwise, so a sampled function $\chi$ gives
$$\tfrac15\sum_j\chi(x_j-\tau)e^{-iq(x_j-\tau)}=\sum_{K\in5\mathbb Z}\chi_{q+K}\,e^{-iK\tau},$$
where $\beta_q$ is wanted. Call the difference $E(q)$. Direct sampling, $\chi=\beta$, has $E(1)=\beta_{-4}e^{5i\tau}+\beta_6e^{-5i\tau}+\dots$

Now choose a positive mask $m=1+2a\cos x+2t\cos2x$, so $m_0=1$, $m_{\pm1}=a$, $m_{\pm2}=t$. Set $g=\beta/m$, keep the components $|n|\le2$ as $g^{\rm low}$, and form $\chi=m\,g^{\rm low}$. A product of functions convolves coefficients: $\beta_q=\sum_pm_pg_{q-p}$ and $\chi_q=\sum_pm_pg^{\rm low}_{q-p}$. For $q=1$ the first sum uses $g_{-1},\dots,g_3$, and the removed one is $g_3$, at $p=-2$; thus $\chi_1-\beta_1=-t g_3$. The function $\chi$ reaches $|n|\le4$, so $\chi_6=0$, and $\chi_{-4}=m_{-2}g_{-2}=tg_{-2}$. For $q=0$ nothing removed is used and $\chi_{\pm5}=0$. Therefore
$$E(1)=t\,(g_{-2}e^{5i\tau}-g_3),\qquad E(0)=0,\qquad E(-1)=t\,(g_2e^{-5i\tau}-g_{-3}).$$
There are two errors, one in the pass band and one from aliasing. Both carry the factor $t$ and neither involves $a$ directly: mask components below the gap $5/2-1$ between filter and orbital band do no harm. Each is weighted by $g$, which is large where $m$ is small. With $t=0$ the scheme has no error, but a nonzero band-limited function is analytic and cannot vanish on an interval, so a mask that confines $\chi$ has a tail.

## The scheme in three dimensions

Hartree atomic units are used, with $\tilde f(\mathbf q)=\int f e^{-i\mathbf q\cdot\mathbf r}d^3r$ and $\mathbf r$ measured from the atom. Orbitals have $q\le G_c$. The grid has volume $h^3$ per point and reciprocal vectors $\mathbf K$, the shortest of length $\Gamma$ ($2\pi/h$ for a cubic grid); the atom is at $\boldsymbol\tau$. $\mathrm{Sum}[f]$ is $h^3$ times the sum of $f$ over the infinite grid. The projector $\beta=\beta_l(r)Y_{lm}$ is real, has $\|\beta\|=1$ and vanishes for $r>r_c$. The mask $m(x)$, $x=r/R_0$, is spherical, so that $l,m$ are kept; it is positive for $r\le r_c<R_0$, zero for $x>1$, and $m(0)=1$. The partial-wave expansion of the plane wave gives $\tilde f=(-i)^lY_{lm}(\hat q)F(q)$ with $F=4\pi\int r^2f_lj_l(qr)dr$, and the steps are:

1. $g_l=\beta_l/m$ on $[0,r_c]$, and $G(q)=4\pi\int_0^{r_c}r^2g_lj_l(qr)\,dr$.
2. $g^{\rm low}_l(r)=\frac1{2\pi^2}\int_0^{q_f}q^2G\,j_l(qr)\,dq$ for $r<R_0$.
3. $\chi=m\,g^{\rm low}_lY_{lm}$ on the grid points with $r<R_0$; the overlap is $\mathrm{Sum}[\chi\psi]$.

Define $E(\mathbf q)=\mathrm{Sum}[\chi e^{-i\mathbf q\cdot\mathbf r}]-\tilde\beta(\mathbf q)$. Inserting $\psi=\int\tilde\psi e^{i\mathbf q\cdot\mathbf r}d^3q/(2\pi)^3$, with $\chi,\beta$ real, the overlap error is $\int\tilde\psi E^*d^3q/(2\pi)^3$. By Cauchy–Schwarz its largest value for $\|\psi\|=1$, reached at $\tilde\psi\propto E$, is
$$\|E\|=\Big[\int_{q\le G_c}|E|^2\frac{d^3q}{(2\pi)^3}\Big]^{1/2}.$$
In a cell of volume $\Omega$, $\psi=\Omega^{-1/2}\sum c_{\mathbf G}e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}$, the same argument gives the worst error $e_{\mathbf k}^2=\Omega^{-1}\sum|E(\mathbf k+\mathbf G)|^2$. The Brillouin zone has volume $(2\pi)^3/\Omega$ and its translates by $\mathbf G$ tile the sphere, so the zone average of $e_{\mathbf k}^2$ is $\|E\|^2$.

The grid sum of $f$, as a function of a rigid shift of the grid, is periodic with Fourier coefficients $\tilde f(\mathbf K)$; evaluating its series at the shift $-\boldsymbol\tau$ gives Poisson's formula $\mathrm{Sum}[f]=\sum_{\mathbf K}\tilde f(\mathbf K)e^{-i\mathbf K\cdot\boldsymbol\tau}$. For $f=\chi e^{-i\mathbf q\cdot\mathbf r}$,
$$E(\mathbf q)=[\tilde\chi(\mathbf q)-\tilde\beta(\mathbf q)]+\sum_{\mathbf K\ne0}\tilde\chi(\mathbf q+\mathbf K)e^{-i\mathbf K\cdot\boldsymbol\tau}.$$
With $g^{\rm high}=g-g^{\rm low}$ one has $\chi-\beta=-m\,g^{\rm high}$, and the convolution theorem gives
$$\tilde\chi(\mathbf q)-\tilde\beta(\mathbf q)=-\int_{q'>q_f}\tilde g(\mathbf q')\,\tilde m(\mathbf q-\mathbf q')\frac{d^3q'}{(2\pi)^3}.$$
Expanding $\tilde m$ in $P_L(u)$, $u=\hat q\cdot\hat q'$, and using the addition theorem turns the angular integral into $2\pi Y_{lm}(\hat q)\int P_l\tilde m\,du$, so the radial error is $-\frac1{4\pi^2}\int_{q_f}^\infty q'^2G(q')\int_{-1}^1\tilde mP_l\,du\,dq'$. The triangle inequality shows that this samples $\tilde m$ beyond $q_f-G_c$. The alias terms are the same convolution over $q'<q_f$ at $|\mathbf q+\mathbf K|\ge\Gamma-G_c$, and sample $\tilde m$ beyond $\Gamma-G_c-q_f$. One gap rises and the other falls with $q_f$; the smaller is largest where they meet,
$$q_f=\Gamma/2,\qquad\Delta=\Gamma/2-G_c .$$
This maximises the gap but need not minimise the error: in the worked example below, with the mask unchanged, $q_f=10.2$ to $11$ bohr$^{-1}$ gives $1.2\times10^{-8}$, against $1.7\times10^{-8}$ at $q_f=\Gamma/2=10$ bohr$^{-1}$.

## A bound for any mask

Write $m=b+t$ with $b$ bounded and band-limited to $\Delta$. The product $b\,g^{\rm low}\psi$ is integrable, so its transform is continuous, and it vanishes beyond $\Delta+q_f+G_c=\Gamma$, hence at every $\mathbf K\neq0$: its grid sum equals its integral. The product $b\psi$ lies within $\Delta+G_c=q_f$, where $g^{\rm high}$ has no weight, so $\int b\,g^{\rm high}\psi=0$ and $\int b\,g\psi=\int b\,g^{\rm low}\psi$. The two $b$ terms cancel:
$$\mathrm{Sum}[m\,g^{\rm low}\psi]-\int m\,g\,\psi=\mathrm{Sum}[t\,g^{\rm low}\psi]-\int t\,g\,\psi.\tag1$$
The squares $|g^{\rm low}|^2$ and $|\psi|^2$ lie within $2q_f=\Gamma$ and $2G_c<\Gamma$, so their grid sums equal $\|g^{\rm low}\|^2$ and $\|\psi\|^2$. Cauchy–Schwarz on each term of (1) gives
$$\|E\|\le\varepsilon\,(\|g^{\rm low}\|+\|g\|),\qquad\varepsilon=\sup|m-b|.\tag2$$
If $b$ is the part of $m$ below $\Delta$, then $t$ is the inverse transform of the tail and $\varepsilon\le\int_{q>\Delta}|\tilde m|\,d^3q/(2\pi)^3$. That integral diverges for a mask with a jump at $R_0$, where $\tilde m\sim q^{-2}$; the bound (2) still holds, since $b$ is free.

## The mask of least tail

Let $y=x\,m$, $c=\Delta R_0$, $k=qR_0$. The scaled transform is $M(k)=\frac{4\pi}k\int_0^1y\sin kx\,dx$, and the fraction of $\|m\|^2$ below $\Delta$ is
$$\lambda=\frac{\int_0^ck^2M^2dk/8\pi^3}{\int_0^1y^2dx}=\frac{2c}\pi\frac{\|Sy\|^2}{\|y\|^2},\qquad(Sy)(x)=\int_0^1\sin(cxv)\,y(v)\,dv,$$
after the substitution $k=cx$. $S$ is symmetric, so the best $y$ is its eigenfunction of largest $|\sigma|$, with $\lambda=2c\sigma^2/\pi$. Let $Ly=-((1-x^2)y')'+c^2x^2y$. Differentiating,
$$L_x\sin cxv=c^2(x^2+v^2-x^2v^2)\sin cxv+2cxv\cos cxv,$$
which is symmetric in $x,v$ and so equals $L_v\sin cxv$. Moving $L_v$ onto $y$ by two partial integrations leaves $(1-v^2)$ times the Wronskian of $y$ and the sine, zero at $v=1$ through the prefactor and at $v=0$ because both functions vanish. Thus $LS=SL$, and since the odd regular eigenfunctions of $L$ are nondegenerate, each is an eigenfunction of $S$. They are the odd prolate spheroidal functions. Take the lowest, $Ly=\Lambda y$, $y'(0)=1$. That it has the largest $\lambda$ is not proved here; it is tested at $c=6$ and $12$ against a direct diagonalisation of the concentration kernel, and the bounds below do not use it. It has no node in $(0,1)$ by Sturm's theorem, and $y(1)\ne0$ because the solution regular at $x=1$ is fixed by $y(1)$; so $m>0$. To compute it, use normalised odd Legendre polynomials: the derivative term is diagonal, $n(n+1)$, and $x^2$ is the square of the matrix $X_{n,n+1}=(n+1)/\sqrt{(2n+1)(2n+3)}$.

At small $x$, $Sy\to cxI$ with $I=\int_0^1v^2m\,dv$, and $y\to x$, so $\sigma=cI$ and $\lambda=2c^3I^2/\pi$. Dividing $Sy=\sigma y$ by $\sigma x$, with $\sin cxv=cxv\,j_0(cxv)$,
$$m_{\rm ext}(x)=\frac1I\int_0^1v^2m(v)\,j_0(cxv)\,dv .$$
This equals $m$ for $x\le1$ and is defined for all $x$. Each $j_0(\Delta v r)$ is an angular average of plane waves of wavevector $\Delta v\le\Delta$, so $m_{\rm ext}$ is band-limited to $\Delta$. Choose $b=m_{\rm ext}$. Then $t=0$ inside the sphere and $t=-m_{\rm ext}$ outside, where $g=0$, so the integral in (1) vanishes. A partial integration at the sharp band edge shows that $m_{\rm ext}$ and $g^{\rm low}$ each fall as $r^{-2}$; the product is summable, a plane wave may stand for $\psi$, and
$$E(\mathbf q)=-h^3\sum_{r>R_0}m_{\rm ext}\,g^{\rm low}e^{-i\mathbf q\cdot\mathbf r}.\tag3$$
The whole error is the part of a band-limited product that the sphere leaves out, and it is the product of two small factors: the mask's continuation and the ringing of the filter.

Two inequalities lead to a bound on the error; the first assumes $\Lambda<c^2$, the second holds for any $c>0$. The partial integration above holds for any $x$, so $y=xm_{\rm ext}$ obeys $(py')'=-Qy$ for $x>1$ with $p=x^2-1>0$, $Q=c^2x^2-\Lambda>0$. For $\Phi=y^2+(py')^2/(pQ)$,
$$\Phi'=2yy'-2yy'-(py')^2(pQ)'/(pQ)^2\le0,$$
since $pQ$ increases. At $x\to1$, $\Phi=y^2+py'^2/Q\to m(1)^2$, so $|m_{\rm ext}|\le m(1)/x$. Inside, let $W=x^2(1-x^2)m'=(1-x^2)(xy'-y)$. Then
$$W'=x((1-x^2)y')'+2xy=-x^2(\Lambda-2-c^2x^2)\,m,$$
the two terms $(1-x^2)y'$ cancelling. The Legendre term is at least 2 on odd functions and $c^2x^2$ is positive, so $\Lambda>2$: $W$ falls from $W(0)=0$, then rises to $W(1)=0$, and is never positive. The mask decreases, and $\|g^{\rm low}\|\le\|g\|\le1/m(r_c/R_0)$. Cauchy–Schwarz on the exterior sum, with the grid norm of $\psi$ at most 1, gives
$$\|E\|\le m(1)\,\|g^{\rm low}\|_{\rm out}\le\frac{m(1)}{m(r_c/R_0)},\tag4$$
where $\|g^{\rm low}\|_{\rm out}^2=\|g^{\rm low}\|^2-h^3\sum_{r<R_0}|g^{\rm low}|^2$ and $\|g^{\rm low}\|^2=\int_0^{q_f}q^2G^2dq/8\pi^3$. The first bound needs no grid point outside the sphere.

## Large $c$, leading order

Near $x=0$, $L\approx-\partial_x^2+c^2x^2$, whose lowest odd state is $xe^{-cx^2/2}$ with $\Lambda\approx3c$. Put $y=e^{cS_0+S_1}$ and $s=\sqrt{1-x^2}$. Order $c^2$ gives $s^2S_0'^2=x^2$; the decaying root is $S_0'=-x/s$, $S_0=s$. Order $c$ gives $(s^2S_0')'+2s^2S_0'S_1'+3=0$. With $s^2S_0'=-xs$, whose derivative is $(2x^2-1)/s$,
$$S_1'=\frac3{2xs}+\frac{2x^2-1}{2xs^2}=\frac3{2xs}-\frac1{2x}+\frac x{2s^2}.$$
Since $\int dx/(xs)=\ln[x/(1+s)]$ and $\int x\,dx/s^2=-\ln s$, $S_1=\ln x-\frac32\ln(1+s)-\frac12\ln s$ plus a constant fixed by $m(0)=1$:
$$m\approx e^{-c(1-s)}\Big(\frac2{1+s}\Big)^{3/2}s^{-1/2}.$$
This fails for $cs\lesssim1$. There $d/dx=-(x/s)\,d/ds$ with $x\approx1$ turns the equation into $s^{-1}(sy_s)_s=c^2y$, with regular solution $m(1)I_0(cs)$. Expanding $\cos\theta$ about 0 in $I_0(z)=\frac1\pi\int_0^\pi e^{z\cos\theta}d\theta$ gives $e^z/\sqrt{2\pi z}$. Equating $m(1)e^{cs}/\sqrt{2\pi cs}$ with $e^{-c}e^{cs}2^{3/2}s^{-1/2}$ for $1/c\ll s\ll1$,
$$m(1)\approx4\sqrt{\pi c}\,e^{-c},\qquad\frac{m(1)}{m(r_c/R_0)}\approx4\sqrt{\pi cs}\Big(\frac{1+s}2\Big)^{3/2}e^{-cs},$$
with $s=\sqrt{1-r_c^2/R_0^2}$ in the second form. The division returns a factor $e^{c(1-s)}$, and the exponent of the last bound in (4) is $\Delta\sqrt{R_0^2-r_c^2}$, not $\Delta R_0$.

The edge value is tied to the tail fraction. Write $\lambda=\frac2\pi\int_0^c(\int y\sin kx\,dx)^2dk/\|y\|^2$. It is stationary in $y$, so the derivative comes from the upper limit: $d\lambda/dc=\frac2\pi\sigma^2y(1)^2/\|y\|^2=\lambda\,m(1)^2/(c\|y\|^2)$. At $c=6$ a finite difference gives $6.625101\times10^{-3}$ and the formula $6.625099\times10^{-3}$. With $\|y\|^2\approx\int_0^\infty x^2e^{-cx^2}dx=\sqrt\pi/4c^{3/2}$ and $\lambda\to1$, $d\lambda/dc\approx64\sqrt\pi c^{3/2}e^{-2c}$, and integrating from $c$ to infinity,
$$1-\lambda\approx32\sqrt\pi\,c^{3/2}e^{-2c}.$$
The next WKB order is smaller by $1/c$. The ratio of $m(1)$ to its asymptotic form is 0.9445 at $c=10$ and 0.9738 at $c=20$; for $m(2/3)$ it is 1.0125 and 1.0054; and $1-\lambda$ is $3.94\times10^{-3}$ against $5.12\times10^{-3}$ at $c=6$, $7.98\times10^{-8}$ against $8.90\times10^{-8}$ at $c=12$. Each deviation roughly halves when $c$ doubles.

Three limits deserve note. On the minimal grid $\Gamma=2G_c$ the gap and $c$ vanish, the lowest solution is $y=x$, so $m=1$, and the scheme reduces to filtering and cutting; taking $b=1$ in (1) gives $\|E\|\le\|\beta^{\rm low}\|_{\rm out}$, so only the ringing of the filter is left as a small factor. As $R_0\to r_c$ the last bound in (4) tends to 1 and says nothing; this is a failure of that bound, and the error itself is not computed in this limit. A projector that does not vanish beyond some $r_c<R_0$ must first be cut, which adds at most the norm of the cut part to $\|E\|$, by Cauchy–Schwarz.

## Worked example

The model $p$ projector is $\beta_1=Nr(1-r^2/r_c^2)^3$, $r_c=2$ bohr, $N=2.791$ bohr$^{-5/2}$, times $Y_{10}$. The cutoff is $G_c=5$ bohr$^{-1}$ (12.5 Ha, 340 eV) and $h=0.31416$ bohr, so $\Gamma=20$, $q_f=10$, $\Delta=5$ bohr$^{-1}$. With $R_0=3$ bohr, $c=15$. The atom is at $\boldsymbol\tau=h\,(0.31,0.17,0.43)$.

The Legendre matrix gives $\Lambda=43.18$, between 2 and $c^2=225$ and near $3c=45$, with $m(1)=8.101\times10^{-6}$ and $m(2/3)=3.140\times10^{-2}$. The division raises the norm to $\|g\|=2.9176$, well under $1/m(2/3)\approx32$; filtering leaves $\|g^{\rm low}\|=2.9163$, with exterior grid norm $3.466\times10^{-2}$. The bounds (4) are $8.101\times10^{-6}\times3.466\times10^{-2}=2.81\times10^{-7}$ and $8.101\times10^{-6}/3.140\times10^{-2}=2.58\times10^{-4}$. The error found by quadrature over the orbital sphere is $\|E\|=1.74\times10^{-8}$. At $\mathbf q=(0.5,-0.4,1)$ bohr$^{-1}$ the interior definition and the exterior sum (3) both give $(-2.403-12.054\,i)\times10^{-9}$ bohr$^{3/2}$.

| $R_0$/bohr | points | error | first bound | last bound |
|---|---|---|---|---|
| 2.25 | 1537 | $5.4\times10^{-6}$ | $3.8\times10^{-5}$ | $5.3\times10^{-2}$ |
| 2.5 | 2113 | $7.6\times10^{-7}$ | $6.6\times10^{-6}$ | $7.2\times10^{-3}$ |
| 3.0 | 3639 | $1.7\times10^{-8}$ | $2.8\times10^{-7}$ | $2.6\times10^{-4}$ |
| 3.5 | 5795 | $9.8\times10^{-10}$ | $1.4\times10^{-8}$ | $1.3\times10^{-5}$ |

The first bound is 7 to 16 times the error. The last is about $10^4$ times too large, and at $R_0=3$ bohr it exceeds even the error of direct sampling. There it loses $2.9163/0.03466\approx84$ by counting all of $g^{\rm low}$ as exterior and $32/2.92\approx11$ by dividing everywhere by the smallest mask value. Its trend is nevertheless close: over the table the error falls by a factor $5.6\times10^3$, the last bound by $4.1\times10^3$, and $m(1)$ alone, from $2.94\times10^{-4}$ to $7.22\times10^{-7}$, by $4.1\times10^2$. That the error itself follows $e^{-cs}$ at large $c$ is a conjecture from these four points. The point count is close to the sphere volume over $h^3$ and grows as $R_0^3$.

Moving the filter with the mask unchanged shrinks one gap from 5 to 2.5 bohr$^{-1}$, inside the mask's band: $\|E\|=9.6\times10^{-4}$ at $q_f=7.5$ and $2.4\times10^{-5}$ at $12.5$ bohr$^{-1}$. The mask $(1-x^2)^4$ has tail fraction $8.4\times10^{-6}$ against $2.8\times10^{-10}$ for the prolate mask, and $\|E\|=4.0\times10^{-6}$. For it the sharp split gives $\varepsilon=6.07\times10^{-4}$, below the tail integral $1.5\times10^{-2}$, and (2) reads $6.07\times10^{-4}\times(1.8194+1.8197)=2.2\times10^{-3}$, some 560 times the error. Its radial pass-band error at $q=4$ bohr$^{-1}$ is $-7.2235\times10^{-6}$ bohr$^{3/2}$ both directly and from the tail convolution. Over three wavevectors the pass-band and alias parts have norms $2.3\times10^{-6}$ and $1.1\times10^{-6}$ bohr$^{3/2}$, so at these wavevectors neither can be dropped.

In a cell of $24^3$ points, side 7.54 bohr, the worst error over the orbitals at $\mathbf k=0$ is $e_{\mathbf k}=1.76\times10^{-8}$, and its root mean square over 27 $\mathbf k$ points is $1.74\times10^{-8}$, equal to $\|E\|$ at this precision. A term $D|a|^2$ in the energy, with exact overlap $a$ and error $|\delta|\le e$, changes by $D(2\,\mathrm{Re}\,a^*\delta+|\delta|^2)$, at most $D(2|a|e+e^2)$ in size. For $D=1$ Ha and the normalised orbital proportional to the band-limited part of $\beta$, $a=0.99822$ and the bound is $2\times0.99822\times1.764\times10^{-8}=3.5\times10^{-8}$ Ha. The overlap errors found are $2.08\times10^{-10}$ masked and $1.17\times10^{-6}$ raw, with energy errors $-4.1\times10^{-10}$ Ha ($-1.1\times10^{-5}$ meV) and $-2.3\times10^{-6}$ Ha ($-0.064$ meV) on an energy of 0.996 Ha; this orbital is far from the worst one. The cell holds 925 plane waves, fewer than the 3639 points in the sphere, so real space saves no work per overlap here. The plane-wave count grows with $\Omega$ and the point count does not. The numerical check printed below asserts (3), the bounds (2) and (4), and the large-$c$ forms within tolerances of order $1/c$.

## Numbers as computed

```
rc=2.0 bohr, R0=3.0 bohr, Gc=5.0 1/bohr, Ecut=12.5 Ha = 340.1 eV
h=0.31416 bohr, 2pi/h=20.000, qf=10.000, gap=5.000 1/bohr, c=15.000
tau/h=[0.31 0.17 0.43], projector norm constant N=2.791015 bohr^-5/2
c=6.0: tail fraction 1-lambda=3.9384e-03, asymptotic=5.1217e-03
c=12.0: tail fraction 1-lambda=7.9750e-08, asymptotic=8.9008e-08
c=6: dlambda/dc finite difference=6.625101e-03, formula=6.625099e-03
c=10.0: m(1)/asymptotic=0.9445, m(2/3)/WKB=1.0125
c=20.0: m(1)/asymptotic=0.9738, m(2/3)/WKB=1.0054
c=15: Lambda=43.1786, m(1)=8.1010e-06 (asym 8.3997e-06), m(rc/R0)=3.1401e-02
tail fraction at c=15: prolate=2.830e-10, (1-x^2)^4=8.409e-06
poly pass-band error at q=4 1/bohr: direct=-7.223500e-06, tail convolution=-7.223502e-06 bohr^3/2
Poisson, 3 q: grid=1.921e-06, pass=2.295e-06, alias=1.115e-06, residual=1.3e-12 bohr^3/2
poly: eps=6.067e-04, L1 tail=1.531e-02, |g_low|=1.8194, |g|=1.8197, bound=2.208e-03
E at q=[ 0.5 -0.4  1. ] 1/bohr: inside=-2.4028e-09-1.2054e-08j, exterior=-2.4028e-09-1.2054e-08j bohr^3/2
prolate: |g|=2.91762, |g_low|=2.91630, outside=3.4658e-02, sum-integral=-7.0e-08
R0=2.25 bohr c=11.25 points=1537 |E|=5.433e-06 sharp=3.798e-05
   m(1)=2.943e-04 crude bound=5.326e-02 asymptotic=5.788e-02 c*s=5.154
R0=2.5 bohr c=12.50 points=2113 |E|=7.624e-07 sharp=6.607e-06
   m(1)=8.937e-05 crude bound=7.225e-03 asymptotic=7.684e-03 c*s=7.500
R0=3.0 bohr c=15.00 points=3639 |E|=1.744e-08 sharp=2.808e-07
   m(1)=8.101e-06 crude bound=2.580e-04 asymptotic=2.695e-04 c*s=11.180
R0=3.5 bohr c=17.50 points=5795 |E|=9.756e-10 sharp=1.434e-08
   m(1)=7.223e-07 crude bound=1.306e-05 asymptotic=1.352e-05 c*s=14.361
|E|: raw=2.238e-04, filter without mask=1.644e-04, poly=3.951e-06, prolate=1.744e-08
prolate c=15, filter at 7.5 1/bohr: |E|=9.561e-04
prolate c=15, filter at 12.5 1/bohr: |E|=2.372e-05
cell L=7.5398 bohr: worst error k=0 1.764e-08, rms over 27 k 1.744e-08
plane waves=925, exact overlap=0.99822372, D=1.0 Ha, energy=0.99645060 Ha
overlap error: masked=2.077e-10, raw=1.170e-06
energy error masked=-4.147e-10 Ha = -1.128e-05 meV, bound=3.522e-08 Ha
energy error raw=-2.336e-06 Ha = -6.357e-02 meV
```
